# From the on-shell G0W0 self-energy to the inelastic mean free path

In a model polymer resist, a 1 keV electron has an imaginary self-energy of −1.861 eV and an inelastic mean free path (IMFP) of 3.316 nm. Its speed is \(u=1.8755\times10^{7}\) m/s, and

\[
\frac{\hbar u}{2\times1.861\ \mathrm{eV}}=3.32\ \mathrm{nm}.
\]

A quantity from many-body theory and a length used in electron transport thus carry the same information. The derivation below shows why, where the factor 2 comes from, and under which conditions the conversion holds.

## 1. Statement and conventions

The medium is homogeneous, isotropic and at zero temperature. The electron is nonrelativistic, with energy \(E=E_k=\hbar^2k^2/2m\) measured from the bottom of its band. Frequencies are written as energies: \(w=\hbar\omega\). The retarded longitudinal dielectric function is \(\varepsilon(q,w)\), and

\[
v(q)=\frac{e^2}{\varepsilon_0q^2},\qquad
L(q,w)=\operatorname{Im}\!\left[\frac{-1}{\varepsilon(q,w)}\right].
\]

For \(w>0\), \(L\ge0\) is the energy-loss function. The electron gives momentum \(\hbar\mathbf q\) to the medium and ends in \(\mathbf p=\mathbf k-\mathbf q\). Its energy loss is \(x=E-E_p\). The occupation \(f_p\) is 1 below the chemical potential \(\mu\) and 0 above it.

For \(E>\mu\) the result is

\[
\Gamma=-\frac{2}{\hbar}\operatorname{Im}\Sigma(k,E_k)
=\frac{2}{\hbar}\int\!\frac{d^3q}{(2\pi)^3}\,v(q)\,L(q,x)\,(1-f_p)\,\theta(x),
\tag{1}
\]

and \(1/\lambda=\Gamma/u\), with \(u=\hbar k/m\). "On shell" means that \(\Sigma\) is evaluated at the bare energy \(E_k\), with no quasiparticle renormalization factor. Both sides must use the same \(\varepsilon\). Exchange between the projectile and the medium electrons is left out, apart from Pauli blocking of the final state. Equation (1) therefore equates two approximations; it does not show that either is accurate for a slow electron.

## 2. Imaginary part of the self-energy

The G0W0 self-energy is

\[
\Sigma(k,E)=i\!\int\!\frac{d^3q}{(2\pi)^3}\!\int\!\frac{dw}{2\pi}\,
e^{-iw0^+}G_0(p,E-w)\,W(q,w),
\]

with

\[
G_0(p,E)=\frac{1-f_p}{E-E_p+i0}+\frac{f_p}{E-E_p-i0}.
\]

Split the screened interaction into \(W=v+W_c\). For the static part \(v\), the convergence factor closes the contour in the lower half-plane. The poles there belong to occupied states, and the result is \(-\int d^3q\,v f_p/(2\pi)^3\). This is bare exchange. It is real, so all damping comes from \(W_c\).

The retarded function \(1/\varepsilon-1\) is analytic in the upper half-plane and vanishes at high frequency. Its dispersion relation, with \(L(q,-w)=-L(q,w)\), reads

\[
\frac1{\varepsilon(q,w)}-1=\frac1\pi\int_0^\infty\!dw'\,L(q,w')
\left[\frac1{w-w'+i0}-\frac1{w+w'+i0}\right].
\]

The self-energy needs the time-ordered function. At zero temperature this equals the retarded one for \(w>0\) and its complex conjugate for \(w<0\), which reverses the infinitesimal in the second term:

\[
W_c(q,w)=\frac{v}{\pi}\int_0^\infty\!dw'\,L(q,w')
\left[\frac1{w-w'+i0}-\frac1{w+w'-i0}\right].
\]

The product \(G_0W_c\) falls fast enough for the contour to be closed on either side.

**Empty final state.** The propagator \(1/(x-w+i0)\) has its pole at \(w=x+i0\), above the axis. Closing below leaves the pole at \(w=w'-i0\). The clockwise contour gives \(-2\pi i\), and the prefactor is \(i/2\pi\), so their product is \(+1\):

\[
\frac{i}{2\pi}(-2\pi i)\frac1{x-w'+i0}=\frac1{x-w'+i0}.
\]

**Occupied final state.** The propagator pole is now below the axis. Closing above leaves the pole at \(w=-w'+i0\), whose term in \(W_c\) has a minus sign:

\[
\frac{i}{2\pi}(2\pi i)(-1)\frac1{x+w'-i0}=\frac1{x+w'-i0}.
\]

The correlation part is therefore

\[
\Sigma_c=\int\!\frac{d^3q}{(2\pi)^3}\,\frac v\pi\int_0^\infty\!dw'L(q,w')
\left[\frac{1-f_p}{x-w'+i0}+\frac{f_p}{x+w'-i0}\right].
\]

Using \(\operatorname{Im}[1/(y\pm i0)]=\mp\pi\delta(y)\),

\[
\operatorname{Im}\Sigma=-\!\int\!\frac{d^3q}{(2\pi)^3}\,v
\left[(1-f_p)\theta(x)L(q,x)-f_p\theta(-x)L(q,-x)\right].
\tag{2}
\]

The second term needs an occupied state with \(E_p>E\). None exists when \(E>\mu\), so only losses into empty states remain.

This step was tested by principal-value integration along the real frequency axis, with the oscillator model of Section 6. At \(q=5\ \mathrm{nm^{-1}}\) and \(x=30\) eV the loss function is 0.78825. The integral for an empty state, divided by \(v\), has imaginary part −0.78825. It vanishes for an empty state at \(x=-30\) eV and for an occupied state at \(x=30\) eV, and equals \(+L\) for an occupied state at \(x=-30\) eV, all within \(10^{-5}\).

The factor 2 in (1) comes from squaring an amplitude. To leading order the state evolves as \(\exp[-i(E_k+\Sigma)t/\hbar]\), so its probability is

\[
\left|e^{-i(E_k+\Sigma)t/\hbar}\right|^2=e^{2\operatorname{Im}\Sigma\,t/\hbar}=e^{-\Gamma t}.
\]

## 3. The golden-rule rate

Now treat the projectile as a probe. With \(\rho_{\mathbf q}=\sum_je^{i\mathbf q\cdot\mathbf r_j}\) for the medium electrons in volume \(V\), the interaction is

\[
H'=\frac1V\sum_{\mathbf q}v(q)\,e^{-i\mathbf q\cdot\mathbf r}\rho_{\mathbf q}.
\]

The exponential takes the projectile from \(\mathbf k\) to \(\mathbf k-\mathbf q\). Let \(|n\rangle\) be the medium states with excitation energies \(w_n\). The golden rule gives

\[
\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf q}(1-f_p)\frac{v^2}{V^2}
\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\,\delta(x-w_n).
\tag{3}
\]

To express the sum through \(\varepsilon\), apply a weak perturbation \(\phi\,\rho_{\mathbf q}e^{-iwt/\hbar}\) plus its Hermitian conjugate, switched on slowly. First-order perturbation theory gives the amplitude

\[
c_n(t)=\frac{\phi\,\langle n|\rho_{\mathbf q}|0\rangle}{w-w_n+i0}\,e^{i(w_n-w)t/\hbar}.
\]

Its contribution to \(\langle\rho_{\mathbf q}^\dagger\rangle/V\), together with that of the conjugate perturbation, defines the response \(\chi\) per unit \(\phi\). Inversion symmetry makes the strengths for \(\mathbf q\) and \(-\mathbf q\) equal:

\[
\chi(q,w)=\frac1V\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2
\left[\frac1{w-w_n+i0}-\frac1{w+w_n+i0}\right].
\]

The induced density adds the potential energy \(v\chi\phi\) to the applied \(\phi\), so \(1/\varepsilon=1+v\chi\). For \(w>0\) its imaginary part gives

\[
L(q,w)=\frac{\pi v}{V}\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\delta(w-w_n).
\tag{4}
\]

Insert (4) in (3). One factor \(v\) cancels:

\[
\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf q}(1-f_p)\theta(x)\frac{v^2}{V^2}\,\frac{V}{\pi v}L
=\frac2\hbar\int\!\frac{d^3q}{(2\pi)^3}(1-f_p)\theta(x)\,vL.
\]

This is \(-2\operatorname{Im}\Sigma/\hbar\) from (2). The probe acts through the bare \(v\), while screening resides in the medium states \(|n\rangle\). Replacing \(v\) by \(v/\varepsilon\) in (3) while keeping those interacting states would count screening twice. If \(\varepsilon\) is approximate, the golden rule must use the excitation strengths implied by (4) for that same \(\varepsilon\).

The response relation was tested on three interacting fermions on an eight-site ring. The damped response to a small density kick, followed in time, agreed with the sum over transitions. The largest difference was \(9\times10^{-8}\) of the largest response.

## 4. From the rate to the mean free path

In a resist the projectile's band is empty, so \(f_p=0\). With \(\theta\) the angle between \(\mathbf k\) and \(\mathbf q\), energy conservation is

\[
w=E_k-E_{|\mathbf k-\mathbf q|}
=\frac{\hbar^2kq\cos\theta}{m}-\frac{\hbar^2q^2}{2m}.
\]

At fixed \(q\), \(d\cos\theta=m\,dw/(\hbar^2kq)\). With \(d^3q=2\pi q^2dq\,d\cos\theta\), (1) becomes

\[
\Gamma=\frac{2}{\hbar}\frac1{4\pi^2}\int\!dw\!\int\!dq\;q^2\,
\frac{e^2}{\varepsilon_0q^2}\,\frac{m}{\hbar^2kq}L
=\frac{me^2}{2\pi^2\varepsilon_0\hbar^3k}\int\!dw\!\int\!\frac{dq}{q}L.
\]

Division by \(u=\hbar k/m\) gives the prefactor \(m^2e^2/(2\pi^2\varepsilon_0\hbar^4k^2)\). Substitute \(k^2=2mE/\hbar^2\) and \(a_0=4\pi\varepsilon_0\hbar^2/(me^2)\):

\[
\frac1\lambda=\frac1{\pi a_0E}\int_0^E\!dw\int_{q_-}^{q_+}\frac{dq}{q}\,L(q,w).
\tag{5}
\]

The limits follow from \(\cos\theta\le1\), that is \(q^2-2kq+2mw/\hbar^2\le0\):

\[
q_\pm=k\pm\sqrt{k^2-2mw/\hbar^2}.
\]

If the band were filled up to \(E_F\), blocking would lower the upper loss limit to \(E-E_F\).

For a numerical implementation, subtracting two nearly equal numbers to obtain \(q_-\) at small \(w\) loses digits. Use \(q_-=2mw/(\hbar^2q_+)\) instead. The variable \(\ln q\) absorbs the factor \(1/q\), and \(w=Et^2\) places more points at small losses. As \(w\to0\), the logarithm \(\ln(q_+/q_-)\) diverges. This singularity is integrable, and here the integrand even vanishes, because \(L\) is proportional to \(w\).

## 5. A sharp mode and its fast-electron limit

A case that can be integrated by hand is useful for checking code. Let the medium have one undamped mode,

\[
w_q=W_0+\frac{\hbar^2q^2}{2m},\qquad
L=\frac{\pi A}{2w_q}\,\delta(w-w_q),\qquad
A=\frac{\hbar^2e^2n}{\varepsilon_0m}.
\]

The strength obeys \(\int_0^\infty wL\,dw=\pi A/2\), the sum rule for electron density \(n\). Setting \(w=w_q\) in the kinematic condition gives

\[
q^2-kq+\frac{mW_0}{\hbar^2}\le0,\qquad
Q_\pm=\tfrac12\left[k\pm\sqrt{k^2-4mW_0/\hbar^2}\right].
\]

The mode can be excited if \(E\ge2W_0\). Equation (5) reduces to

\[
\frac1\lambda=\frac{A}{2a_0E}\int_{Q_-}^{Q_+}\frac{dq}{q\,w_q}
=\frac{A}{2a_0EW_0}\left[\ln q-\tfrac12\ln w_q\right]_{Q_-}^{Q_+}.
\]

Differentiating the bracket confirms it: \(1/q-\hbar^2q/(2mw_q)=W_0/(qw_q)\). Since \(W_0=\hbar^2Q_+Q_-/m\), the end values are

\[
w_{Q_\pm}=\frac{\hbar^2Q_\pm}{2m}\,(2Q_\mp+Q_\pm).
\]

Hence

\[
\frac1\lambda=\frac{A}{4a_0EW_0}
\ln\!\left[\frac{Q_+}{Q_-}\,\frac{2Q_++Q_-}{2Q_-+Q_+}\right].
\tag{6}
\]

For \(E\gg W_0\), \(Q_+\to k\) and \(Q_-\to mW_0/(\hbar^2k)\). The first ratio tends to \(2E/W_0\), the second to 2, and the logarithm to \(\ln(4E/W_0)\).

Without dispersion, \(w_q=W_0\), the integral of \(dq/q\) runs between the limits of Section 4 and gives

\[
\frac1\lambda=\frac{A}{2a_0EW_0}\ln\frac{q_+}{q_-}
\;\longrightarrow\;\frac{A}{2a_0EW_0}\ln\frac{4E}{W_0}.
\]

This is twice the dispersive rate at high energy. A mode whose energy does not rise with \(q\) keeps contributing strongly at large momentum transfer. The fast-electron limit therefore does not remove the need for a dispersion model.

The sharp mode also permits a test of the decay law without a dielectric function. The projectile state was coupled to many one-loss states, with couplings from the Coulomb potential and the density sum rule, and the Hamiltonian was diagonalized. With all squared couplings reduced to one tenth, the survival probability decayed at 0.996 of the golden-rule rate, within the 3% allowed for finite coupling and binning. At full coupling the ratio was 0.979. The second number sizes the finite-coupling effect in this one-loss space, where final states were kept within 150 eV of the initial energy; including all one-loss states lowers it to about 0.975. It does not include repeated losses.

## 6. Worked example: a 1 keV electron in a model resist

The model uses round parameters: \(n=290\) valence electrons per nm³, optical dielectric constant \(\varepsilon_{\rm opt}=2.2\), and damping \(g=16\) eV. The inverse dielectric function is

\[
\frac1{\varepsilon(q,w)}=1+\frac{A}{w^2-W(q)^2+igw},\qquad
W(q)=W_0+\frac{\hbar^2q^2}{2m},
\]

so that

\[
L(q,w)=\frac{Agw}{[W(q)^2-w^2]^2+g^2w^2}.
\]

The density gives \(A=399.9\ \mathrm{eV^2}\). At \(q=0\), \(w\to0\), the model gives \(1/\varepsilon_{\rm opt}=1-A/W_0^2\), hence

\[
W_0=\sqrt{\frac{399.9\ \mathrm{eV^2}}{1-1/2.2}}=27.08\ \mathrm{eV}.
\]

Damping places the optical loss peak at 25.9 eV, with height 0.94.

At 1 keV, \(k=162.0\ \mathrm{nm^{-1}}\). For a loss equal to \(W_0\), the momentum transfer runs from 2.21 to 321.8 nm⁻¹, so the integration spans more than two decades in \(q\). Equation (5) gives

\[
\frac1\lambda=0.3016\ \mathrm{nm^{-1}},\qquad \lambda=3.316\ \mathrm{nm}.
\]

Halving the number of points in both variables changes \(\lambda\) by about 0.01%. A separate integration of (1) over the final momentum, in SI units, gives \(\Gamma=5.656\times10^{15}\ \mathrm{s^{-1}}\) and

\[
\lambda=\frac{1.8755\times10^{16}\ \mathrm{nm/s}}{5.656\times10^{15}\ \mathrm{s^{-1}}}=3.316\ \mathrm{nm}.
\]

The loss width is \(\hbar\Gamma=3.723\) eV, and half of it is the 1.861 eV of the opening.

For comparison, the sharp mode has \(A/(4a_0EW_0)=0.0698\ \mathrm{nm^{-1}}\), with \(a_0=0.05292\) nm. The limiting logarithm is \(\ln(4000/27.08)=5.00\), giving \(\lambda=2.87\) nm; the full expression (6) gives 2.90 nm. Extrapolating the double integral linearly to zero damping from \(g=2\) and 4 eV gives 2.90 nm when the loss integral is done exactly at fixed \(q\), which tests (5) against (6). The mesh used for the main result gives 2.91 nm, because it does not fully resolve so narrow a ridge. At fixed \(A\) and \(W_0\), damping thus lengthens the IMFP from 2.90 to 3.32 nm.

| \(E\) (eV) | \(\lambda\) (nm) | \(\hbar\Gamma\) (eV) |
|---:|---:|---:|
| 100 | 0.77 | 5.06 |
| 300 | 1.35 | 5.01 |
| 1000 | 3.32 | 3.72 |
| 3000 | 8.14 | 2.63 |

The width is nearly the same at 100 and 300 eV, although the IMFP grows by a factor of 1.75. The sharp-mode result (6) shows how this comes about. Since \(\Gamma=u/\lambda\), the width varies as the logarithm in (6) divided by \(\sqrt E\). That logarithm is 2.11 at 100 eV and 3.62 at 300 eV, a growth of 1.72, while \(\sqrt E\) grows by 1.73. The two energies lie on either side of a shallow maximum: at 150 eV the logarithm is 2.74, and its ratio to \(\sqrt E\) is about 6% larger than at 100 eV. Beyond the maximum the square root wins and the width falls.

## 7. Accuracy and use for real resists

The result depends on the assumed dispersion. With \(A\), \(W_0\) and \(g\) fixed, the 1 keV IMFP is 3.32 nm for the quadratic form, 2.94 nm for \(W(q)=\sqrt{W_0^2+(\hbar^2q^2/2m)^2}\), and 1.70 nm without dispersion. The last value is close to half the first, as Section 5 leads one to expect. It is a limiting case rather than a realistic choice, because it omits the recoil of struck electrons. At 100 eV the three values are 0.77, 0.57 and 0.34 nm.

Exchange was estimated by multiplying \(L\) by \(1-(q/k)^2+(q/k)^4\) and restricting losses to \(w\le E/2\), so that the faster outgoing electron counts as the projectile when binding is neglected. The rate falls by 2.1% at 1 keV and by 26% at 100 eV. A binding energy \(B\) moves the limit to \((E+B)/2\); for \(B\) of 5 to 10 eV the reduction at 100 eV is 24% to 22%. For this model, 100 eV is therefore at the edge of useful application, even though (1) still holds as an identity.

Smaller effects at 1 keV, relative to the model's valence loss rate, are:

- Losses below a rough 5 eV gap, which the damped oscillator wrongly allows, supply 1.15% of the rate.
- Carbon core excitation, estimated with a sharp mode at 290 eV and 36 carbon atoms per nm³, would add 1.1%. This is probably too high: the mode puts all the core strength at the edge, while real core absorption extends well above it. The binary-encounter-Bethe and simple Lotz formulas for K-shell ionization give roughly 0.3% and 0.4–0.5%.
- A polar vibration at 0.15 eV, with a rough static dielectric constant of 3.0, would add 0.6% at 300 K, counting emission and absorption, if its long-wavelength coupling is kept up to the kinematic limit near \(2k\). That coupling fails at atomic distances; cutting it off at 5 to 30 nm⁻¹ lowers the share to about 0.35–0.45%.

Using the relativistic speed in the prefactor shortens the IMFP by 0.3% at 1 keV and 0.9% at 3 keV. Relativistic momentum limits offset part of this, leaving about 0.2% and 0.7%. Beam energies of tens of keV need a relativistic treatment.

The parameters lie in the rough range of an acrylate polymer resist, and 1 keV belongs to low-voltage electron-beam lithography. An IMFP of a few nanometres is a plausible scale for such a material at this energy. The model's loss peak at 25.9 eV is somewhat high for an organic polymer, where the low twenties of eV are more typical; one oscillator cannot fit the density, the refractive index and the full spectrum together. Real resists also depart from the assumed momentum dependence. Within this model, changing from quadratic to root dispersion shortens the 1 keV IMFP by 11%; this is a measure of sensitivity, not an error estimate for a particular resist. In extreme-ultraviolet exposure, photons of about 92 eV release electrons below that energy, where exchange and dispersion corrections are large. For quantitative work, the single oscillator should be replaced by a measured or calculated optical loss spectrum, with its extension to finite \(q\) varied to obtain an uncertainty. The numerical output below gives the remaining intermediate values.

When a G0W0 calculation supplies \(\Sigma\), use \(\lambda=\hbar u/(-2\operatorname{Im}\Sigma)\) at the bare on-shell energy to compare with (5). Evaluating \(\Sigma\) at a shifted energy, or multiplying by a renormalization factor, defines a different approximation. So does a band velocity other than \(\hbar k/m\). At finite temperature, energy gain and thermal occupation enter as well. Equation (1) must then be extended, and \(-2\operatorname{Im}\Sigma/\hbar\) is no longer a pure loss rate.

## Computed results

```
valence electron density: 290 nm^-3
optical dielectric constant: 2.2
damping: 16.0 eV
oscillator strength A: 399.9 eV^2
free-electron plasma energy: 20.00 eV
resonance W0: 27.08 eV
optical loss peak position: 25.89 eV
optical loss peak height: 0.944
main electron energy: 1000 eV
wavenumber k: 162.01 nm^-1
speed: 1.8755e+07 m/s
q minimum at loss W0: 2.2083 nm^-1
q maximum at loss W0: 321.81 nm^-1
inverse IMFP: 0.3016 nm^-1
IMFP from dielectric formula: 3.316 nm
IMFP from final-momentum integral: 3.316 nm
loss rate: 5.6557e+15 s^-1
IMFP shift, half mesh: -0.00887 %
E=100 eV: IMFP 0.772 nm, hbar*Gamma 5.058 eV, -Im Sigma 2.529 eV
E=300 eV: IMFP 1.349 nm, hbar*Gamma 5.011 eV, -Im Sigma 2.505 eV
E=1000 eV: IMFP 3.316 nm, hbar*Gamma 3.723 eV, -Im Sigma 1.861 eV
E=3000 eV: IMFP 8.138 nm, hbar*Gamma 2.627 eV, -Im Sigma 1.314 eV
main width / energy: 0.372 %
frequency test, Im[-1/eps] at 5 nm^-1, 30 eV: 0.78825
frequency integral, empty state: -0.78825
ring response largest relative error: 8.58e-08
sharp-mode IMFP, closed form: 2.897 nm
sharp-mode IMFP, damping extrapolated: 2.907 nm
sharp-mode IMFP, high-energy logarithm: 2.869 nm
sharp-mode golden-rule width: 4.261 eV
survival/golden rate at coupling^2 x 0.1: 0.9960
survival/golden rate at full coupling: 0.9794
E=100 eV: IMFP without dispersion 0.338 nm
E=100 eV: IMFP with root dispersion 0.567 nm
E=100 eV: rate change, exchange estimate -26.07 %
E=1000 eV: IMFP without dispersion 1.700 nm
E=1000 eV: IMFP with root dispersion 2.941 nm
E=1000 eV: rate change, exchange estimate -2.13 %
rough gap: 5.0 eV
share of rate below gap: 1.15 %
rough carbon: 36 nm^-3, edge 290 eV
carbon core rate / valence rate: 1.06 %
rough vibration: 0.15 eV, static eps 3.0
vibrational / valence rate at 300 K: 0.58 %
E=1000 eV: relativistic IMFP shift -0.293 %
E=3000 eV: relativistic IMFP shift -0.874 %
```
